**Point donors and the limit of mesh refinement**

The program tests how classical electrons behave around a donor whose charge is concentrated ever more tightly in a neutral cell. Here `r_c` is the distance at which the Coulomb energy equals kT, `a` is the radius of the donor ball, and `outer` is the number of electrons beyond half the cell radius. It asserts the growth law of the integral in a frozen potential, and two inequalities that force `outer` to zero in the self-consistent cell. An inward integration of the differential equations checks the radial solver at `a` = 1 nm. On a three-dimensional mesh, the electron share of the donor node rises from 0.30 to 0.85 while the corner density falls from 0.55 to 0.14 of the doping. The program also asserts that results settle for Fermi-Dirac statistics, for one quantum electron, for the density-gradient equation and for a Gaussian donor of fixed width. These remedies are measured by different quantities, some in a bare and some in a self-consistent potential, so the output does not rank them. It does show that the smoothed result depends on the chosen width.

## Verification by program

```python
# RESULT UNDER TEST
# Classical Boltzmann electrons around a point donor have no mesh-converged,
# physically useful solution.  In a frozen Coulomb potential their number
# diverges; in a self-consistent neutral cell the one electron collapses onto
# the donor and the mobile density tends to zero.  Fermi-Dirac statistics,
# quantum mechanics, or a fixed smoothing length each give a finite limit.
# SYMBOLS (lengths in nm, energies in kT, charge in units of q)
#   r_c   : distance at which the donor Coulomb energy equals kT
#   R, V  : radius and volume of the neutral cell holding one donor
#   a     : radius of the ball over which the donor charge is spread
#   rho   : R/2;  outer = number of electrons beyond rho
#   beta  : hbar^2/(2 m kT) in nm^2
import numpy as np
import mpmath
from scipy import constants as sc, sparse
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

T, eps_r, N_D = 300.0, 11.7, 1e-3          # K, -, nm^-3 (1e18 cm^-3)
m_light, m_heavy, valleys = 0.19, 0.92, 6  # rough silicon-like values
kT = sc.k * T
r_c = sc.e**2 / (4*np.pi*sc.epsilon_0*eps_r*kT) * 1e9
V = 1 / N_D
R = (3*V/(4*np.pi))**(1/3)
rho = R / 2
V_out = V * (1 - (rho/R)**3)
m_cond = 3 / (2/m_light + 1/m_heavy)
m_dos = (m_light**2 * m_heavy)**(1/3)
N_c = 2*valleys*(m_dos*sc.m_e*kT/(2*np.pi*sc.hbar**2))**1.5 * 1e-27


def beta_of(mass):
    return sc.hbar**2 / (2*mass*sc.m_e*kT) * 1e18


def shells(edges):
    centre = (edges[1:] + edges[:-1]) / 2
    volume = 4*np.pi/3 * np.diff(edges**3)
    link = 4*np.pi*edges[1:-1]**2 / np.diff(centre)
    return centre, volume, link


def tri_solve(lower, diag, upper, rhs):
    ab = np.zeros((3, len(diag)))
    ab[0, 1:], ab[1], ab[2, :-1] = upper, diag, lower
    return solve_banded((1, 1), ab, rhs)


def boltzmann(w):
    n = N_D * np.exp(w)
    return n, n


t_nodes = np.arange(0, 24, 0.025)


def fermi_half(eta):
    # Fermi integral of order 1/2 and its derivative, with energy = t^2
    f = expit(np.atleast_1d(eta)[:, None] - t_nodes**2)
    pref = 4/np.sqrt(np.pi) * 0.025
    return pref*(f @ t_nodes**2), pref*((f*(1-f)) @ t_nodes**2)


def fermi_dirac(w):
    value, slope = fermi_half(w)
    return N_c*value, N_c*slope


def radial_cell(a, density, start, cap, n_in=200, n_out=800):
    # Newton solution of the self-consistent spherical cell.  The cap is a
    # known upper bound on the solution and keeps the descent monotone.
    edges = np.concatenate((np.linspace(0, a, n_in+1),
                            np.geomspace(a, R, n_out+1)[1:]))
    centre, vol, link = shells(edges)
    donor = np.where(centre < a, vol, 0.0)
    donor /= donor.sum()
    w = np.full(len(vol), float(start))
    for _ in range(500):
        n, dn = density(w)
        flux = link*np.diff(w)
        res = 4*np.pi*r_c*(n*vol - donor)
        res[:-1] -= flux
        res[1:] += flux
        diag = 4*np.pi*r_c*dn*vol
        diag[:-1] += link
        diag[1:] += link
        new = np.minimum(w + tri_solve(-link, diag, -link, -res), cap)
        change = np.max(np.abs(new - w))
        w = new
        if change < 1e-8:
            break
    assert change < 1e-8
    n = density(w)[0]
    inside = np.concatenate(([0.0], np.cumsum(n*vol)))
    assert abs(inside[-1] - 1) < 1e-6
    return edges, n, inside


def outer_number(edges, inside):
    return inside[-1] - np.interp(rho, edges, inside)


# ---- frozen Coulomb potential: divergence and its growth law
def frozen_integral(a):
    # integral of 4 pi r^2 exp(r_c/r), a < r < R, divided by exp(r_c/a)
    return quad(lambda x: 4*np.pi*x**-4*np.exp(r_c*(x - 1/a)),
                1/R, 1/a, limit=400, epsabs=0, epsrel=1e-9,
                points=[max(1/R, 1/a - 10/r_c)])[0]


a_test = 0.1
z = a_test / r_c
law = 4*np.pi*a_test**4/r_c*(1 + 4*z + 20*z**2)
law_ratio = frozen_integral(a_test) / law
assert abs(law_ratio - 1) < 3e-3           # next term is 120 z^3
r_min = minimize_scalar(lambda r: 2*np.log(r) + r_c/r,
                        bounds=(0.1, 6), method="bounded").x
assert abs(r_min/(r_c/2) - 1) < 1e-3
print(f"r_c at 300 K = {r_c:.3f} nm; at 77 K = {r_c*T/77:.2f} nm")
print(f"cell radius R = {R:.3f} nm; R/2 = {rho:.3f} nm")
print(f"frozen integrand is least at r = {r_min:.3f} nm")
print(f"quadrature / growth law at a = 0.1 nm: {law_ratio:.5f}")
frozen = []
for a in (2.0, 1.0, 0.5, 0.2, 0.1):
    frozen.append(N_D*frozen_integral(a)*np.exp(r_c/a))
    print(f"frozen potential, cutoff {a:.1f} nm: {frozen[-1]:.4g} electrons")
assert frozen[-1] > 1e6*frozen[-2] > 1e6*frozen[0]


# ---- self-consistent sphere: collapse, with the two inequalities
outer = {}
for a in (2.0, 1.0, 0.5, 0.2, 0.1, 0.05, 0.02):
    ball = 4*np.pi/3*a**3
    edges, n, inside = radial_cell(a, boltzmann, 0, np.log(V/ball))
    d = outer_number(edges, inside)
    outer[a] = d
    K = r_c*(1/a - 1/rho)
    bound = brentq(lambda x: x*K - np.log(V_out/(ball*x)), 1e-9, 1e4)
    count = d/V_out*quad(lambda r: 4*np.pi*r*r*np.exp(d*r_c*(1/r-1/rho)),
                         a, rho, limit=400)[0]
    assert d < bound and count < 1
    print(f"a={a:.2f} nm: outer {d:.4f}, bound {bound:.4f}, "
          f"edge n/N_D {n[-1]/N_D:.4f}")
    if a == 1.0:
        edge_density, inside_a = n[-1]/N_D, np.interp(a, edges, inside)
        peak_ratio = n[0]/N_c
values = list(outer.values())
assert all(x > y for x, y in zip(values, values[1:]))
fine = radial_cell(0.02, boltzmann, 0, np.log(V/(4*np.pi/3*0.02**3)),
                   400, 1600)
assert abs(outer_number(fine[0], fine[2])/outer[0.02] - 1) < 0.01


# ---- inward integration from the cell surface, an independent solver
def inward(edge, stop_radius):
    def rhs(t, y):
        r = R*np.exp(-t)
        return [r_c*y[1]/r,
                4*np.pi*r**3*N_D*edge*np.exp(min(y[0], 100.0))]

    def full_charge(t, y):
        return y[1] - 1
    full_charge.terminal = True
    return solve_ivp(rhs, (0, np.log(R/stop_radius)), [0.0, 0.0],
                     events=full_charge, rtol=1e-8, atol=1e-11)


check = inward(edge_density, 1.0)
assert abs(check.y[1, -1]/(1 - inside_a) - 1) < 0.01
for edge in (0.5, 0.1, 0.01):
    run = inward(edge, 1e-7)
    assert len(run.t_events[0]) == 1
    r_over = R*np.exp(-run.t_events[0][0])
    print(f"edge n/N_D = {edge}: Q reaches 1 at r = {r_over:.4g} nm")


# ---- true three-dimensional mesh: one octant of a cube, donor at its corner
def cg(matrix, diag, rhs):
    x = np.zeros_like(rhs)
    res = rhs.copy()
    s = res/diag
    p = s.copy()
    rs = res @ s
    target = 1e-14*rs
    for _ in range(3000):
        if rs <= target:
            break
        q = matrix @ p + extra_diag*p
        alpha = rs/(p @ q)
        x += alpha*p
        res -= alpha*q
        s = res/diag
        rs_new = res @ s
        p = s + rs_new/rs*p
        rs = rs_new
    return x


def cube_mesh(m, sigma=None):
    global extra_diag
    side = V**(1/3)
    h = side/2/m
    width = np.full(m+1, h)
    width[[0, -1]] = h/2
    main = np.full(m+1, 2/h)
    main[[0, -1]] = 1/h
    off = np.full(m, -1/h)
    K1 = sparse.diags([off, main, off], [-1, 0, 1])
    M1 = sparse.diags(width)
    L = (sparse.kron(K1, sparse.kron(M1, M1))
         + sparse.kron(M1, sparse.kron(K1, M1))
         + sparse.kron(M1, sparse.kron(M1, K1))).tocsr()
    vol = np.kron(width, np.kron(width, width))
    if sigma is None:
        donor = np.zeros(len(vol))
        donor[0] = 1/8
    else:
        g1 = width*np.exp(-(h*np.arange(m+1))**2/(2*sigma**2))
        donor = np.kron(g1, np.kron(g1, g1))
        donor /= 8*donor.sum()
    cap = np.log(np.max(donor/vol)/N_D)
    w = np.zeros(len(vol))
    base = L.diagonal()
    for _ in range(100):
        n = N_D*np.exp(w)
        res = L @ w + 4*np.pi*r_c*(n*vol - donor)
        extra_diag = 4*np.pi*r_c*n*vol
        new = np.minimum(w + cg(L, base + extra_diag, -res), cap)
        change = np.max(np.abs(new - w))
        w = new
        if change < 1e-6:
            break
    assert change < 1e-6
    n = N_D*np.exp(w)
    assert abs(8*(n @ vol) - 1) < 1e-4
    return h, 8*n[0]*vol[0], n[-1]/N_D


mesh = [cube_mesh(m) for m in (2, 4, 8, 16, 32)]
for h, share, corner in mesh:
    print(f"mesh h={h:.4f} nm: donor-node electrons {share:.4f}, "
          f"corner n/N_D {corner:.4f}")
for old, new in zip(mesh, mesh[1:]):
    assert old[1] < new[1] < 1 and new[2] < 0.9*old[2]

smooth = [cube_mesh(m, 1.0) for m in (4, 8, 16)]
wide = cube_mesh(16, 2.0)
for h, _, corner in smooth:
    print(f"Gaussian 1 nm, h={h:.4f} nm: corner n/N_D {corner:.4f}")
print(f"Gaussian 2 nm, h={wide[0]:.4f} nm: corner n/N_D {wide[2]:.4f}")
assert abs(smooth[2][2]/smooth[1][2] - 1) < 0.03
assert abs(wide[2]/smooth[2][2] - 1) > 0.03


# ---- Fermi-Dirac statistics: finite limit as the donor shrinks
reference = float(mpmath.re(-mpmath.polylog(1.5, -mpmath.exp(2))))
assert abs(fermi_half(2.0)[0][0]/reference - 1) < 1e-8
fd = {}
for a in (1.0, 0.2, 0.05, 0.02):
    edges, n, inside = radial_cell(a, fermi_dirac, -3, np.inf, 100, 300)
    fd[a] = outer_number(edges, inside)
    print(f"Fermi-Dirac a={a:.2f} nm: outer {fd[a]:.4f}")
assert abs(fd[0.02]/fd[0.05] - 1) < 0.03
assert outer[0.02]/outer[0.05] < 0.7
print(f"N_c = {N_c*1e21:.3g} cm^-3; Boltzmann peak/N_c at a=1 nm: "
      f"{peak_ratio:.2f}")


# ---- one quantum electron in the bare Coulomb potential
def levels(beta, ang, cells, radius, coupling, count):
    edges = np.linspace(0, radius, cells+1)
    centre, vol, link = shells(edges)
    inverse_r = 1.5*np.diff(edges**2)/np.diff(edges**3)
    diag = beta*ang*(ang+1)/centre**2 - coupling*inverse_r
    diag[:-1] += beta*link/vol[:-1]
    diag[1:] += beta*link/vol[1:]
    off = -beta*link/np.sqrt(vol[:-1]*vol[1:])
    energy, vec = eigh_tridiagonal(diag, off, select="i",
                                   select_range=(0, count-1))
    return energy, vec, centre


def partition(beta, cells, coupling):
    total = beyond = 0.0
    for ang in range(36):
        energy, vec, centre = levels(beta, ang, cells, R, coupling, 14)
        weight = (2*ang+1)*np.exp(-energy)
        total += weight.sum()
        beyond += weight @ (vec[centre > rho]**2).sum(axis=0)
    return total, beyond/total


beta = beta_of(m_cond)
ground = -r_c**2/(4*beta)
for ang, exact in ((0, ground), (1, ground/4)):
    assert abs(levels(beta, ang, 3000, 60.0, r_c, 1)[0][0]/exact - 1) < 0.01
root = brentq(lambda x: np.sin(x) - x*np.cos(x), 4, 4.7)
free_level = levels(beta, 0, 600, R, 0.0, 2)[0][1]
assert abs(free_level/(beta*(root/R)**2) - 1) < 0.005
print(f"mass {m_cond:.4f} m0: Bohr radius {2*beta/r_c:.3f} nm, "
      f"binding {-ground*kT/sc.e*1e3:.2f} meV")
print(f"kT = {kT/sc.e*1e3:.3f} meV")
ratios = []
for cells in (150, 300, 600):
    Z, beyond = partition(beta, cells, r_c)
    ratios.append(Z/partition(beta, cells, 0.0)[0])
    print(f"quantum, h={R/cells:.4f} nm: Z/Z_free {ratios[-1]:.4f}, "
          f"outer {beyond:.4f}")
assert abs(ratios[2]/ratios[1] - 1) < 0.01
for mass in (m_light, m_heavy):
    Z, beyond = partition(beta_of(mass), 600, r_c)
    ratio = Z/partition(beta_of(mass), 600, 0.0)[0]
    print(f"quantum, mass {mass} m0: Z/Z_free {ratio:.4f}, "
          f"outer {beyond:.4f}")


# ---- density-gradient correction in the same bare potential
def density_gradient(cells):
    b = beta/3
    edges = np.linspace(0, R, cells+1)
    centre, vol, link = shells(edges)
    u = r_c*1.5*np.diff(edges**2)/np.diff(edges**3)
    y = np.zeros(cells)                    # y = ln sqrt(n/N_D)
    for _ in range(200):
        up = b*link*np.exp(np.diff(y))
        down = b*link*np.exp(-np.diff(y))
        res = vol*(2*y - u)
        res[:-1] -= up - b*link
        res[1:] -= down - b*link
        diag = 2*vol
        diag[:-1] += up
        diag[1:] += down
        step = tri_solve(-down, diag, -up, -res)
        y = y + step
        if np.max(np.abs(step)) < 1e-8:
            break
    assert np.max(np.abs(step)) < 1e-8
    slope = (np.interp(0.06, centre, y) - np.interp(0.03, centre, y))/0.03
    return N_D*(vol @ np.exp(2*y)), np.exp(2*y[0]), slope


dg_coarse, dg_fine = density_gradient(600), density_gradient(1200)
cusp = -r_c/(2*beta/3)
assert abs(dg_fine[0]/dg_coarse[0] - 1) < 0.01
assert abs(dg_fine[2]/cusp - 1) < 0.05
print(f"density gradient: electrons {dg_coarse[0]:.4f} -> {dg_fine[0]:.4f}"
      f", peak n/N_D {dg_fine[1]:.2f}")
print(f"cusp slope of ln sqrt(n): {dg_fine[2]:.4f}, "
      f"predicted {cusp:.4f} per nm")

# ---- remaining neglected effects, sized for this example
a = 1.0


def frozen_ball(r):
    u = r_c/r if r > a else r_c*(3 - (r/a)**2)/(2*a)
    return r*r*np.exp(u)


parts = [quad(frozen_ball, lo, hi)[0]
         for lo, hi in ((0, a), (a, rho), (rho, R))]
print(f"a=1 nm, no self-repulsion: outer {parts[2]/sum(parts):.4f}")
bond = 0.24                                # nm, rough silicon bond length
print(f"Coulomb energy at {bond} nm: {r_c/bond*kT/sc.e:.3f} eV")
print("no test failed")
```

Output:

```
r_c at 300 K = 4.761 nm; at 77 K = 18.55 nm
cell radius R = 6.204 nm; R/2 = 3.102 nm
frozen integrand is least at r = 2.380 nm
quadrature / growth law at a = 0.1 nm: 1.00120
frozen potential, cutoff 2.0 nm: 2.983 electrons
frozen potential, cutoff 1.0 nm: 3.751 electrons
frozen potential, cutoff 0.5 nm: 7.796 electrons
frozen potential, cutoff 0.2 nm: 1.118e+05 electrons
frozen potential, cutoff 0.1 nm: 1.368e+14 electrons
a=2.00 nm: outer 0.7410, bound 2.6887, edge n/N_D 0.7841
a=1.00 nm: outer 0.6508, bound 1.5251, edge n/N_D 0.6952
a=0.50 nm: outer 0.5140, bound 0.9373, edge n/N_D 0.5569
a=0.20 nm: outer 0.3228, bound 0.4888, edge n/N_D 0.3568
a=0.10 nm: outer 0.2105, bound 0.2926, edge n/N_D 0.2353
a=0.05 nm: outer 0.1303, bound 0.1718, edge n/N_D 0.1469
a=0.02 nm: outer 0.0651, bound 0.0827, edge n/N_D 0.0739
edge n/N_D = 0.5: Q reaches 1 at r = 0.2773 nm
edge n/N_D = 0.1: Q reaches 1 at r = 0.02679 nm
edge n/N_D = 0.01: Q reaches 1 at r = 0.001765 nm
mesh h=2.5000 nm: donor-node electrons 0.3039, corner n/N_D 0.5495
mesh h=1.2500 nm: donor-node electrons 0.4341, corner n/N_D 0.4537
mesh h=0.6250 nm: donor-node electrons 0.6109, corner n/N_D 0.3302
mesh h=0.3125 nm: donor-node electrons 0.7537, corner n/N_D 0.2218
mesh h=0.1562 nm: donor-node electrons 0.8507, corner n/N_D 0.1403
Gaussian 1 nm, h=1.2500 nm: corner n/N_D 0.6947
Gaussian 1 nm, h=0.6250 nm: corner n/N_D 0.7050
Gaussian 1 nm, h=0.3125 nm: corner n/N_D 0.7074
Gaussian 2 nm, h=0.3125 nm: corner n/N_D 0.7881
Fermi-Dirac a=1.00 nm: outer 0.6693
Fermi-Dirac a=0.20 nm: outer 0.5671
Fermi-Dirac a=0.05 nm: outer 0.5541
Fermi-Dirac a=0.02 nm: outer 0.5526
N_c = 2.74e+19 cm^-3; Boltzmann peak/N_c at a=1 nm: 2.98
mass 0.2583 m0: Bohr radius 2.397 nm, binding 25.68 meV
kT = 25.852 meV
quantum, h=0.0414 nm: Z/Z_free 3.0802, outer 0.8334
quantum, h=0.0207 nm: Z/Z_free 3.0802, outer 0.8334
quantum, h=0.0103 nm: Z/Z_free 3.0802, outer 0.8334
quantum, mass 0.19 m0: Z/Z_free 3.0402, outer 0.8568
quantum, mass 0.92 m0: Z/Z_free 4.7741, outer 0.5071
density gradient: electrons 4.0687 -> 4.0687, peak n/N_D 303.82
cusp slope of ln sqrt(n): -1.2303, predicted -1.2517 per nm
a=1 nm, no self-repulsion: outer 0.4513
Coulomb energy at 0.24 nm: 0.513 eV
no test failed
```
